# When a Mean-Field Solute Layer Can Jump in Coverage, part 1

(Sections cited here and not found follow in the second part.)

## First half: the free energy and its minima

Q: You say that solute collecting at a metal interface may do so abruptly. Before I doubt that, tell me what is being filled, and what "attraction" means here.

A: Take an interface with $N$ equivalent atomic sites. Each holds either a host atom or a solute atom. If $n$ sites hold solute, the coverage is $\theta=n/N$. The metal behind the interface is a large reservoir in which a fraction $x$ of the sites holds solute.

The segregation energy is the energy change when one solute atom moves from the bulk to the interface and a host atom takes its former place. Negative values favour segregation. I assume that it depends on coverage as

$$
E_{\rm seg}(\theta)=E_0-w\theta .
$$

Here $E_0$ belongs to the first atom to arrive, and $w>0$ means that solute already present makes the next arrival more favourable. That is the attraction. For $w=0$ the atoms ignore each other, and for $w<0$ they repel.

Q: Then the interface energy per site is surely $\theta$ times that, $E_0\theta-w\theta^2$.

A: No. That would give every atom the energy of the last one. The atoms arrive one after another, and when $j$ are present the next costs $E_0-wj/N$. Adding these costs gives

$$
\sum_{j=0}^{n-1}\left(E_0-\frac{wj}{N}\right)=E_0n-\frac{w\,n(n-1)}{2N}.
$$

Division by $N$ leaves $E_0\theta-w\theta^2/2+w\theta/(2N)$, and the last term vanishes for a large interface. The energy per site is therefore

$$
e(\theta)=E_0\theta-\frac{w}{2}\theta^2,\qquad \frac{de}{d\theta}=E_0-w\theta .
$$

The bond picture agrees. Let each pair of neighbouring solute atoms gain an energy $\varepsilon$, and let each site have $z$ neighbours in the interface plane. There are $Nz/2$ neighbouring pairs of sites. If the sites are filled at random, a fraction $\theta^2$ of these pairs is doubly occupied. The energy per site is then $-z\varepsilon\theta^2/2$, so $w=z\varepsilon$. The factor one half counts each bond once. Whatever threshold we find for $w$ depends on this convention.

Q: Random filling is a strong assumption when the atoms attract. They would cluster.

A: They would, and neglecting that is what makes this a mean-field model. I shall first settle what follows from the model and then ask what clustering does to it. With random filling, the number of arrangements is

$$
\Omega=\frac{N!}{n!\,(N-n)!}.
$$

Using $\ln N!\approx N\ln N-N$ for each factorial, the linear terms cancel because $-N+n+(N-n)=0$. With $n=N\theta$, the terms in $\ln N$ cancel as well, and

$$
\frac{k\ln\Omega}{N}=-k\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].
$$

This is the mixing entropy per site, with $k$ the Boltzmann constant.

Q: The bulk loses an atom for each one that the interface gains. Where does that enter?

A: Through the exchange potential $\Delta\mu$, the free energy that the bulk gives up when one of its solute atoms is replaced by a host atom. Let the bulk be an ideal solution with $X$ solute atoms on $M$ sites, and measure energies from a solute atom in that bulk. Its free energy is then $F(X)=-kT\ln[M!/(X!(M-X)!)]$. Removing one solute atom releases

$$
F(X)-F(X-1)=-kT\ln\frac{M-X+1}{X}\;\longrightarrow\;
\Delta\mu=kT\ln\frac{x}{1-x},
$$

where the arrow means large $M$ at fixed $x=X/M$. Since the reservoir is large, $x$ does not change as the interface fills. The quantity to be minimized, per interface site, is the energy minus $T$ times the entropy minus what the bulk has released:

$$
g(\theta)=E_0\theta-\frac{w}{2}\theta^2+kT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right]-\Delta\mu\,\theta .
$$

Equilibrium is the lowest minimum of $g$ on $0\le\theta\le1$. A jump means that this equilibrium coverage has different limits when a composition is approached from below and from above at fixed temperature.

Q: Could the minimum sit at an end, at an empty or a full interface?

A: No. The derivative of $\theta\ln\theta$ is $\ln\theta+1$, and that of $(1-\theta)\ln(1-\theta)$ is $-\ln(1-\theta)-1$. The constants cancel, so

$$
g'(\theta)=E_0-w\theta+kT\ln\frac{\theta}{1-\theta}-\Delta\mu .
$$

This tends to $-\infty$ at $\theta\to0$ and to $+\infty$ at $\theta\to1$. Thus $g$ falls as one leaves the empty end and rises towards the full end, and its minimum lies inside. There $g'=0$, which gives the isotherm

$$
\ln\frac{\theta}{1-\theta}-\frac{w\theta}{kT}=\frac{\Delta\mu-E_0}{kT}.
$$

For $w=0$ it gives $\theta/(1-\theta)=[x/(1-x)]\,e^{-E_0/kT}$, a smooth filling curve.

Q: With $w>0$, every arriving atom makes the next arrival easier. That is positive feedback. Why does any attraction, however weak, not cause a runaway?

A: Because mixing entropy opposes it, and the contest is decided by the curvature. Differentiate once more:

$$
\frac{d}{d\theta}\ln\frac{\theta}{1-\theta}=\frac1\theta+\frac1{1-\theta}=\frac{1}{\theta(1-\theta)},
\qquad
g''(\theta)=\frac{kT}{\theta(1-\theta)}-w .
$$

The first term is the resistance of entropy to a change of coverage, and the second is the feedback. Completing the square gives

$$
\theta(1-\theta)=\frac14-\left(\theta-\frac12\right)^2\le\frac14,
\qquad\text{so}\qquad
g''(\theta)\ge4kT-w .
$$

Entropy resists least at half coverage, and there its resistance is $4kT$. If $w<4kT$, then $g''>0$ everywhere and $g$ has one minimum. Repulsion, $w<0$, makes the curvature larger still. This holds as long as all sites are filled alike. Strong repulsion can instead order the solute on a part of the sites, which this model leaves out.

Q: One minimum at each composition does not yet tell me that the minimum moves continuously.

A: Solve the isotherm for the exchange potential instead:

$$
\Delta\mu(\theta)=E_0-w\theta+kT\ln\frac{\theta}{1-\theta},
\qquad
\frac{d\Delta\mu}{d\theta}=\frac{kT}{\theta(1-\theta)}-w .
$$

For $w<4kT$ this is a continuous, strictly increasing function that runs from $-\infty$ to $+\infty$. Such a function has a continuous inverse, so $\theta$ is a continuous function of $\Delta\mu$, and hence of $x$. The inverse slope is

$$
\frac{d\theta}{d(\Delta\mu/kT)}=\frac{1}{1/[\theta(1-\theta)]-w/kT}.
$$

At half coverage it equals $1/(4-w/kT)$. Attraction steepens the curve, but the slope remains finite.

Q: And at $w=4kT$? An infinite slope looks like a jump to me.

A: It is not one. At equality, $d\Delta\mu/d\theta$ vanishes at the single point $\theta=1/2$ and is positive elsewhere. The function still increases strictly, so its inverse is still continuous. To see how the coverage moves, write $\theta=1/2+m$ and use

$$
\ln\frac{1/2+m}{1/2-m}=\ln\frac{1+2m}{1-2m}=2\,{\rm artanh}(2m)=4m+\frac{16}{3}m^3+\cdots .
$$

Let $\delta$ be the change of $\Delta\mu$ from its value at half coverage. The isotherm becomes $2\,{\rm artanh}(2m)-wm/kT=\delta/kT$. With $w=4kT$ the linear terms cancel, and to leading order

$$
m=\left(\frac{3\delta}{16kT}\right)^{1/3}.
$$

The slope at $\delta=0$ is infinite, yet $m$ goes to zero with $\delta$.

Q: A numerical curve would hardly distinguish that from a discontinuity.

A: It does if the steps of the drive are refined. I minimized $g$ on a fine grid of coverages while $(\Delta\mu-E_0)/kT$ ran from $-w/kT$ to zero, first with 2000 and then with 8000 equally spaced values, and recorded the largest step in coverage.

- For $w/kT=3.8$ the step fell from 0.0095 to 0.0024. The spacing had become four times smaller, as had the step, which is what a finite slope requires.
- For $w/kT=4$ it fell from 0.1142 to 0.0720, a factor of 1.59, which is the cube root of four.
- For $w/kT=5.173$ it went from 0.7476 to 0.7471. Refinement does not remove that one.

Q: So far you have excluded a jump for $w\le4kT$. The last case suggests one above the threshold, but a negative curvature somewhere does not prove it. The lowest minimum might avoid that region smoothly.

A: It cannot, and a symmetry shows why. Choose the reference value

$$
\Delta\mu^*=E_0-\frac w2,
$$

and write $\Delta\mu=\Delta\mu^*+\delta$ and $\theta=1/2+m$. The terms of $g$ other than the entropy become

$$
(E_0-\Delta\mu)\theta-\frac w2\theta^2
=\frac w2\theta(1-\theta)-\delta\theta
=\frac w8-\frac w2m^2-\frac\delta2-\delta m .
$$

Apart from the constant $w/8-\delta/2$, we therefore minimize $\varphi(m)-\delta m$, with

$$
\varphi(m)=-\frac w2m^2+kT\left[\left(\tfrac12+m\right)\ln\left(\tfrac12+m\right)+\left(\tfrac12-m\right)\ln\left(\tfrac12-m\right)\right].
$$

This function is even in $m$. Its derivatives are

$$
\varphi'(m)=2kT\,{\rm artanh}(2m)-wm,\qquad
\varphi''(m)=\frac{kT}{1/4-m^2}-w .
$$

Now let $w>4kT$. At $m=0$ we have $\varphi'=0$ and $\varphi''=4kT-w<0$. As $m$ grows, $\varphi''$ increases and passes through zero once. Hence $\varphi'$ starts at zero, goes negative, turns, and rises to $+\infty$ at $m=1/2$. It crosses zero once on the positive side, at some $m_0$. Thus $\varphi$ has a maximum at zero and two equally deep minima at $\pm m_0$.

Q: Equally deep at $\delta=0$. What happens on either side?

A: Take $\delta>0$. For any negative $m$, the mirror point $-m$ has the same $\varphi$ and a lower value of $-\delta m$, so the lowest minimum is not at negative $m$. Nor is it at $m=0$, where the slope of $\varphi-\delta m$ is $-\delta<0$. At the minimum, then, $m>0$ and $\varphi'(m)=\delta>0$. But $\varphi'$ is negative between zero and $m_0$, so the minimum lies beyond $m_0$. There $\varphi'$ increases strictly, so the solution is unique, varies continuously with $\delta$, and tends to $m_0$ as $\delta\to0^+$.

For $\delta<0$ the mirrored argument gives $m<-m_0$. The equilibrium coverage therefore changes from $1/2-m_0$ to $1/2+m_0$ at $\Delta\mu=\Delta\mu^*$, and nowhere else does it jump. Let $s=2m_0$ be the size of the jump. The condition $\varphi'(m_0)=0$ reads $2kT\,{\rm artanh}\,s=ws/2$, or

$$
s=\tanh\frac{ws}{4kT}.
$$

In this mean-field model, a jump exists if $w>4kT$ and does not exist otherwise. Had we called the energy per site $E_0\theta-w\theta^2$, the same threshold would read $2kT$.

Q: Does the jump appear at full size as soon as the threshold is passed?

A: No, it grows from zero. For small $s$ use ${\rm artanh}\,s\approx s+s^3/3$. The condition becomes $s+s^3/3\approx ws/(4kT)$, and after division by $s$,

$$
s^2\approx3\left(\frac{w}{4kT}-1\right).
$$

In the opposite limit, $w\gg4kT$, the hyperbolic tangent gives $1-s\approx2e^{-w/2kT}$. The poor interface is then nearly empty, with coverage $(1-s)/2\approx e^{-w/2kT}$, and the rich one is nearly full.

Q: One objection of principle. A finite interface has a finite sum of Boltzmann factors, which is smooth. Your jump cannot exist.

A: For finite $N$ it is a steep but smooth rise, and the discontinuity belongs to the limit of large $N$. This can be seen without using $g$ at all. Let every pair of solute atoms attract equally, with energy $w/(N-1)$, wherever the two atoms sit. At $\Delta\mu^*$ the energy of $n$ atoms, less the bulk contribution, is

$$
\frac w2n-\frac{w\,n(n-1)}{2(N-1)}=\frac{w\,n(N-n)}{2(N-1)},
$$

which is symmetric between full and empty. I summed over all $n$ for $N=20000$, with the number of arrangements as weight, while $\Delta\mu$ changed from $0.002\,kT$ below $\Delta\mu^*$ to $0.002\,kT$ above it. For $w/kT=5.173$ the mean coverage changed by 0.7479. For $w/kT=3.8$ it changed by 0.0196, close to the smooth estimate $0.004/(4-3.8)=0.020$. The explicit sum agrees with the minimization on both sides of the threshold.

## Second half: a copper line, and what mean field leaves out

Q: I would like to see this in a metal. Remind me first what we carry over.

A: The coverage of the interface is $\theta$, and the bulk solute fraction is $x$. The segregation energy is $E_0-w\theta$, where $w=z\varepsilon$ for $z$ in-plane neighbours and pair attraction $\varepsilon$. The bulk sets the exchange potential $\Delta\mu=kT\ln[x/(1-x)]$, and the isotherm is

$$
\Delta\mu=E_0-w\theta+kT\ln\frac{\theta}{1-\theta}.
$$

In mean field, with all sites filled alike, coverage is continuous for $w\le4kT$. For $w>4kT$ it jumps at $\Delta\mu^*=E_0-w/2$, from $(1-s)/2$ to $(1+s)/2$, with $s=\tanh(ws/4kT)$.

Now take a copper interconnect line with a little silver, annealed at 673 K. Silver is suitable because it tends to unmix from copper, which is what attraction between solute atoms means. I choose round values of a plausible size, not measured ones: $E_0=-0.20$ eV, $\varepsilon=0.05$ eV, and a close-packed interface plane with $z=6$. Then

$$
w=6\times0.05=0.30\ {\rm eV},\qquad kT=0.05799\ {\rm eV},\qquad 4kT=0.232\ {\rm eV}.
$$

The attraction exceeds the mean-field threshold, with $w/kT=5.173$. The equation for the jump has the root $s=0.747$, since $\tanh(1.293\times0.747)=0.747$. The coverage changes from 0.127 to 0.873.

Q: At what silver content?

A: The exchange potential at the jump is $-0.20-0.15=-0.35$ eV. Therefore

$$
\frac{x^*}{1-x^*}=\exp\left(-\frac{0.35}{0.05799}\right)\approx2.39\times10^{-3},
$$

and $x^*=0.239$ at.%. This composition depends exponentially on $E_0$ and $w$. An error of one $kT$, or 0.058 eV, in $E_0$ changes $x^*/(1-x^*)$ by a factor $e\approx2.7$, with everything else held fixed.

Q: If the interface has two minima, it may stay in the wrong one. Would I see the jump at $x^*$?

A: Not necessarily. A minimum that is no longer the lowest can persist as a metastable state until it disappears. It disappears when it merges with the maximum, where $g''=0$:

$$
\theta(1-\theta)=\frac{kT}{w},\qquad
\theta_{\rm s}=\frac12\left(1\mp\sqrt{1-\frac{4kT}{w}}\right).
$$

The second expression follows from the quadratic equation $\theta^2-\theta+kT/w=0$. Two distinct real roots need $w>4kT$, so hysteresis has the same threshold as the jump. Here the square root is $\sqrt{1-0.773}=0.476$, and the branches end at coverages 0.262 and 0.738.

Insert the lower value in the isotherm to find where an initially poor interface must fill:

$$
\frac{\Delta\mu}{kT}=-\frac{0.20}{0.05799}-5.173\times0.262+\ln\frac{0.262}{0.738}\approx-5.84 .
$$

This corresponds to $x=0.290$ at.%. The upper value gives 0.196 at.% for the emptying of an initially rich interface. Between these compositions the model allows both states. The true equilibrium changes at 0.239 at.%, and the two outer values are the latest points at which a uniform layer can change. A small patch of the new state, formed by fluctuation, could start the change earlier.

In mean field the coverage jumps only if $w>4kT$, and with the values chosen for silver in copper it does so at 0.239 at.%, with metastable states possible between 0.196 and 0.290 at.%. It remains to ask whether silver precipitates in the bulk first, and whether the jump survives clustering, unequal sites and the small amount of metal in a narrow line.

Numerical values quoted here were computed with a short program.
